# Inverting a Tridiagonal Matrix: The Lattice Green Function in One Dimension

An electron moves on the interval $0<x<L$ between hard walls, in a real potential $V(x)$. The algebra uses atomic units, so that $H=-\tfrac12\,d^2/dx^2+V(x)$; numbers are in eV and angstrom. The response of the electron at energy $E$ to a source $s$ is the solution of $(E-H)\psi=s$. On a grid this is a linear system, and its inverse matrix is the lattice Green function. The problem is to find every element of that inverse from solutions of the equation without a source.

## (a) The matrix

**Put $E-H$ on the grid $x_i=ih$, $i=1,\dots,n$, with $h=L/(n+1)$, and give its elements.**

The central difference replaces $\psi''(x_i)$ by $(\psi_{i+1}-2\psi_i+\psi_{i-1})/h^2$, and the walls set $\psi_0=\psi_{n+1}=0$. Therefore

$$[(E-H)\psi]_i=\frac{1}{2h^2}\psi_{i-1}+\left(E-V_i-\frac1{h^2}\right)\psi_i+\frac{1}{2h^2}\psi_{i+1}.$$

The matrix $A=E-H$ is tridiagonal and symmetric, with

$$a_i=A_{ii}=E-V_i-\frac1{h^2},\qquad b_i=A_{i,i+1}=A_{i+1,i}=\frac1{2h^2}.$$

The off-diagonal elements are positive because $H$ enters with a minus sign. In parts (b) and (c) the $a_i$ and $b_i$ may be any real or complex numbers with $b_i\neq0$ and $n\ge2$. A tridiagonal matrix without zeros next to its diagonal is called unreduced.

## (b) Two solutions and a conserved quantity

**Let $u$ satisfy rows $1,\dots,n-1$ of $Au=0$ with $u_1=1$, and let $v$ satisfy rows $2,\dots,n$ of $Av=0$ with $v_n=1$. Show that both are determined, and find a combination of them that is the same on every bond $(i,i+1)$.**

Row 1 gives $u_2=-a_1/b_1$. The next rows give

$$u_{i+1}=-\frac{a_iu_i+b_{i-1}u_{i-1}}{b_i},\qquad 2\le i\le n-1.$$

Row $n$ gives $v_{n-1}=-a_n/b_{n-1}$, and then

$$v_{i-1}=-\frac{a_iv_i+b_iv_{i+1}}{b_{i-1}},\qquad 2\le i\le n-1.$$

Each division is allowed because $b_i\ne0$. On the grid, $u$ obeys the condition at the left wall and $v$ the one at the right wall.

In an interior row both equations hold. Multiply the one for $u$ by $v_i$, the one for $v$ by $u_i$, and subtract. The terms in $a_i$ cancel:

$$b_{i-1}(u_{i-1}v_i-u_iv_{i-1})+b_i(u_{i+1}v_i-u_iv_{i+1})=0.$$

With the definition

$$W_i=b_i(u_iv_{i+1}-u_{i+1}v_i)$$

this reads $W_{i-1}-W_i=0$. All $W_i$ equal one number $W$, the discrete Wronskian.

## (c) The inverse

**Use $u$, $v$ and $W$ to construct $A^{-1}$. When does the construction fail?**

Column $j$ of the inverse is the response to a unit source at site $j$. To the left of the source it must follow $u$, to the right it must follow $v$, and the two pieces must agree at $j$. This suggests

$$g_i=\begin{cases}u_iv_j,& i\le j,\\ u_jv_i,& i\ge j.\end{cases}$$

For $i<j$, row $i$ of $Ag$ contains only elements of $u$, multiplied by $v_j$, and vanishes. For $i>j$ it contains only elements of $v$, multiplied by $u_j$, and vanishes too. For an interior $j$, row $j$ is

$$(Ag)_j=(b_{j-1}u_{j-1}+a_ju_j)v_j+b_ju_jv_{j+1}.$$

The equation for $u$ turns the bracket into $-b_ju_{j+1}$, so that

$$(Ag)_j=b_j(u_jv_{j+1}-u_{j+1}v_j)=W.$$

For $j=1$ the same steps apply without the term $b_{j-1}u_{j-1}$. For $j=n$ there is no $u_{n+1}$, and the equation for $v$ is used instead: $a_nv_n=-b_{n-1}v_{n-1}$ gives

$$(Ag)_n=b_{n-1}u_{n-1}v_n+a_nu_nv_n=b_{n-1}(u_{n-1}v_n-u_nv_{n-1})=W.$$

Thus $Ag$ is $W$ times the unit vector at $j$. If $W\neq0$,

$$\boxed{(A^{-1})_{ij}=\frac{u_{\min(i,j)}\,v_{\max(i,j)}}{W}}$$

The $n^2$ elements are fixed by two vectors and one number. Since $u_1=v_n=1$, the corner element is $(A^{-1})_{1n}=1/W$.

The construction fails when $W=0$, and this happens exactly when $A$ is singular. To see this, set $v_n=1$ in the last equation for $W$:

$$W=b_{n-1}u_{n-1}+a_nu_n.$$

So $W$ is what remains when $u$ is inserted in the last row. If $W=0$, then $Au=0$ in all rows, and $A$ is singular. Conversely, let $Ax=0$ with $x\ne0$. If $x_1$ were zero, row 1 would give $x_2=0$, row 2 would give $x_3=0$, and so on, making $x=0$. Hence $x_1\neq0$, and rows $1,\dots,n-1$ give $x=x_1u$. The last row then says $x_1W=0$, so $W=0$.

For $A=E-H$, the zeros of $W(E)$ are therefore the energy levels of the grid Hamiltonian. There $u$ meets the right-wall condition as well and is an eigenvector. For $E$ with a nonzero imaginary part the inverse always exists, because a real symmetric $H$ has real levels. The formula then holds without any complex conjugation.

## (d) Matrices that are not symmetric, and cut bonds

**Let the lower elements be $c_i=A_{i+1,i}\neq0$, not necessarily equal to $b_i$. How does the result change? What happens if a bond is cut, $b_k=c_k=0$?**

The result of (c) is symmetric in $i$ and $j$, so it cannot hold unchanged for a matrix whose inverse is not symmetric. Multiply row $i$ of $A$ by a number $d_i$, that is, form $DA$ with $D=\mathrm{diag}(d_i)$. Its elements on bond $i$ are $d_ib_i$ above and $d_{i+1}c_i$ below the diagonal. They are equal if

$$d_1=1,\qquad d_{i+1}=d_i\,\frac{b_i}{c_i}.$$

Scaling a row does not change the solutions of its homogeneous equation, so $u$ and $v$ can be computed from $A$ itself. Part (c) applies to $DA$, with $d_ib_i$ in place of $b_i$. From $(DA)^{-1}=A^{-1}D^{-1}$ follows $A^{-1}=(DA)^{-1}D$, and hence

$$(A^{-1})_{ij}=\frac{u_{\min(i,j)}v_{\max(i,j)}\,d_j}{W},\qquad W=d_ib_i(u_iv_{i+1}-u_{i+1}v_i).$$

As an example take diagonal $(2,3,2)$, upper elements $(1,1)$ and lower elements $(2,2)$. The weights are $d=(1,\tfrac12,\tfrac14)$. The recurrences give $u=(1,-2,4)$ and $v=(1,-1,1)$, so $W=1\cdot1\cdot[1\cdot(-1)-(-2)\cdot1]=1$. Then $(A^{-1})_{13}=d_3/W=0.25$, while $(A^{-1})_{31}=d_1/W=1$. Direct inversion gives the same two values.

Such matrices arise on uneven grids. With $h_i=x_{i+1}-x_i$, a difference of slopes divided by the distance between bond midpoints gives

$$\psi''(x_i)\approx\frac{2}{h_{i-1}+h_i}\left(\frac{\psi_{i+1}-\psi_i}{h_i}-\frac{\psi_i-\psi_{i-1}}{h_{i-1}}\right).$$

Hence $b_i=1/[(h_{i-1}+h_i)h_i]$ and $c_i=1/[(h_i+h_{i+1})h_i]$, so that $d_{i+1}/d_i=(h_i+h_{i+1})/(h_{i-1}+h_i)$. The weight is proportional to the width of the cell around each point.

If $b_k=c_k=0$, the matrix splits into two independent blocks, and so does its inverse. No response crosses the cut, and $(A^{-1})_{1n}=0$. A single product form would need $u_1v_n=0$, so $u_1=0$ or $v_n=0$. Then $(A^{-1})_{11}$ or $(A^{-1})_{nn}$ would vanish as well, which is not true in general. Each block needs its own pair of solutions.

## (e) Flat potential and continuum limit

**Find the inverse in closed form for $V=0$. Then take $h\to0$ at fixed $E$, first for $V=0$ and then for a smooth $V$.**

For $V=0$ the recurrence is $u_{i+1}+u_{i-1}=-(a/b)u_i$, with

$$-\frac ab=-2h^2\left(E-\frac1{h^2}\right)=2(1-Eh^2)\equiv2\cos\theta.$$

Take $0<E<2/h^2$, so that $\theta$ is real and $\sin\theta\ne0$. The identity $\sin(i+1)\theta+\sin(i-1)\theta=2\cos\theta\sin i\theta$ gives

$$u_i=\frac{\sin i\theta}{\sin\theta},\qquad v_i=\frac{\sin(n+1-i)\theta}{\sin\theta}.$$

Continuing $u$ by one more step, $W=bu_{n-1}+au_n=-bu_{n+1}=-b\sin[(n+1)\theta]/\sin\theta$. For $i\le j$ and $W\neq0$,

$$G_{ij}=(A^{-1})_{ij}=-\frac{\sin(i\theta)\,\sin[(n+1-j)\theta]}{b\,\sin\theta\,\sin[(n+1)\theta]}.$$

The continuum Green function obeys $(E-H)g(x,x')=\delta(x-x')$. A unit source on one site has the grid integral $h$, so $\delta(x-x')$ corresponds to $\delta_{ij}/h$, and $g$ is the limit of $G_{ij}/h$.

Let $k=\sqrt{2E}$. From $1-\cos\theta=2\sin^2(\theta/2)=k^2h^2/2$ follows $\sin(\theta/2)=kh/2$, so $\theta=kh(1+k^2h^2/24+\dots)$. Thus $i\theta\to kx$ and $b\sin\theta\to k/(2h)$, with relative corrections of order $h^2$. For $x\le x'$,

$$g(x,x')=-\frac{2\sin(kx)\sin[k(L-x')]}{k\sin(kL)}.$$

For $E<0$ put $k=iq$ with $q=\sqrt{-2E}$. The factors $i$ cancel and the sines become hyperbolic:

$$g(x,x')=-\frac{2\sinh(qx)\sinh[q(L-x')]}{q\sinh(qL)}.$$

When both points are many lengths $1/q$ from the walls, each $\sinh$ is half a growing exponential, and $g\to-e^{-q|x-x'|}/q$. The response decays because no wave propagates at this energy.

For general $V$, let $u(x)$ and $v(x)$ solve $u''=2(V-E)u$ with $u(0)=0$ and $v(L)=0$, and let $V$ have two continuous derivatives. Scale the lattice solution to agree with $u(x)$ at $x_1$; the scale cancels in $G$. Let $e_i$ be its error and $q_i=(e_{i+1}-e_i)/h$ the error of its slope. The central difference has an error of order $h^2$, so

$$e_{i+1}=e_i+hq_i,\qquad q_i=q_{i-1}+2h(V_i-E)e_i+O(h^3),$$

with $e_0=q_0=0$. Each step multiplies earlier errors by at most $1+Ch$, for some constant $C$, hence by at most $e^{CL}$ in total. There are about $L/h$ steps, each adding $O(h^3)$, so $e_i$ and $q_i$ are $O(h^2)$. The same holds for $v$ from the other side.

In the Wronskian, a Taylor expansion gives

$$u_iv_{i+1}-u_{i+1}v_i=h(uv'-u'v)+\tfrac12h^2(uv''-u''v)+O(h^3).$$

The second term vanishes because $u$ and $v$ obey the same equation. With $b=1/(2h^2)$, $hW\to\tfrac12(uv'-u'v)$, and

$$g(x,x')=\lim_{h\to0}\frac{G_{ij}}h=\frac{2\,u(x_<)\,v(x_>)}{uv'-u'v},$$

where $x_<$ and $x_>$ are the smaller and larger of $x,x'$. The error is of order $h^2$ at fixed $E$ away from a level. Close to a level the denominator is small, and a finer grid is needed.

## (f) Five sites by hand

**Take $L=6$ Å, $V(x)=(0.5\ \text{eV/Å})\,x$, $E=4$ eV and $h=1$ Å. Find $G$ between $x=2$ Å and $x=4$ Å, and compare with the continuum.**

In these units $\tfrac12$ becomes $\hbar^2/2m=3.80998$ eV Å$^2$. Hence $b=3.80998$ eV and $a_i=E-V_i-2b$.

| $i$ | $a_i$ (eV) | $u_i$ | $v_i$ |
|---|---|---|---|
| 1 | −4.11996 | 1.00000 | −1.08573 |
| 2 | −4.61996 | 1.08136 | 0.23393 |
| 3 | −5.11996 | 0.31125 | 1.36939 |
| 4 | −5.61996 | −0.66309 | 1.60630 |
| 5 | −6.11996 | −1.28935 | 1.00000 |

For instance, $u_2=4.11996/3.80998=1.08136$ and $u_3=(4.61996/3.80998)\,u_2-u_1=0.31125$. The first bond gives

$$W=3.80998\,[1\times0.23393-1.08136\times(-1.08573)]=5.3644\ \text{eV},$$

and the other three bonds give the same value. Therefore

$$G_{24}=\frac{u_2v_4}{W}=\frac{1.08136\times1.60630}{5.3644}=0.3238\ \text{eV}^{-1},$$

in agreement with direct inversion. The two lowest levels of the five-site Hamiltonian are 2.42 and 5.32 eV, so $E$ lies between them and $W$ is not zero.

Dividing by $h$ gives 0.3238 eV$^{-1}$Å$^{-1}$. The continuum value for this model is 0.29477 eV$^{-1}$Å$^{-1}$, or 4.245 in atomic units. Solutions of the differential equation and an expansion in sine functions agree on it. The coarse grid is thus about 10% too high, relative to the continuum value. At $h=0.0625$ Å the error is about 0.03%. The last halving of $h$ reduces it by a factor 4.009, close to the factor 4 of an $h^2$ law.

## (g) Selected elements of a long chain

**For symmetric $A$, $u$ and $v$ may grow beyond the range of computer numbers. Find the diagonal of $A^{-1}$ and its neighbours from ratios alone.**

Suppose that no $u_i$ or $v_i$ vanishes. Define $l_i=-b_iu_{i+1}/u_i$ for $i<n$ and $r_i=-b_{i-1}v_{i-1}/v_i$ for $i>1$. Dividing the recurrences by $u_i$ and $v_i$ gives

$$l_i=a_i-\frac{b_{i-1}^2}{l_{i-1}},\qquad r_i=a_i-\frac{b_i^2}{r_{i+1}},$$

with $l_1=a_1$ and $r_n=a_n$. The same rules define $l_n$ and $r_1$. For $i<n$,

$$\frac1{G_{ii}}=\frac{W}{u_iv_i}=b_i\frac{v_{i+1}}{v_i}-b_i\frac{u_{i+1}}{u_i}=-\frac{b_i^2}{r_{i+1}}+l_i=l_i+r_i-a_i.$$

For $i=n$, $1/G_{nn}=W/u_n=a_n+b_{n-1}u_{n-1}/u_n=l_n$, which is the same formula since $r_n=a_n$. The neighbour follows from

$$G_{i,i+1}=G_{ii}\frac{v_{i+1}}{v_i}=-\frac{b_i}{r_{i+1}}\,G_{ii}.$$

Two sweeps give all these elements with a number of operations proportional to $n$. The terms $-b_{i-1}^2/l_{i-1}$ and $-b_i^2/r_{i+1}$ are the effects of the left and right parts of the chain on site $i$.

In the five-site example, $l_2=-1.09664$ eV and $r_2=17.68321$ eV, so $1/G_{22}=-1.09664+17.68321+4.61996=21.2065$ eV and $G_{22}=0.04716$ eV$^{-1}$. With $r_3=-0.65085$ eV, $G_{23}=(3.80998/0.65085)\times0.047155=0.2760$ eV$^{-1}$.

For a long chain with $b_i=1$ and $a_i\ge4$, the recurrence gives $|u_{i+1}|\ge4|u_i|-|u_{i-1}|\ge3|u_i|$. After 1000 sites $|u_n|\ge3^{999}$, about $4\times10^{476}$, beyond the double-precision limit of about $10^{308}$. The ratios of this chain stay moderate: $l_1=a_1$ and $l_i=a_i-1/l_{i-1}$ give $3<l_i\le a_i$, and the same bounds hold for $r_i$. In a numerical test on one chain of 1000 sites, with random $a_i$ between 4 and 6, they reproduce the selected elements of the direct inverse to rounding error, about $10^{-16}$.

The ratios fail if some $u_i$ or $v_i$ is zero, for example when $a_1=0$ makes $u_2=0$. The product formula of (c) has no such restriction: it divides by $W$ and by the $b_i$, never by $u_i$ or $v_i$.

## Table of computed values

```
hbar^2/(2m) = 3.80998 eV angstrom^2
box length = 6.0 angstrom
potential slope = 0.50 eV/angstrom
energy E = 4.00 eV
off-diagonal b at 1 angstrom spacing = 3.80998 eV
five sites: x (angstrom), V (eV), a (eV), u, v (no unit)
  1.0 0.50 -4.11996 1.00000 -1.08573
  2.0 1.00 -4.61996 1.08136 0.23393
  3.0 1.50 -5.11996 0.31125 1.36939
  4.0 2.00 -5.61996 -0.66309 1.60630
  5.0 2.50 -6.11996 -1.28935 1.00000
W on bonds 1 to 4 (eV): 5.36443 5.36443 5.36443 5.36443
G(2,4) from u v / W = 0.323797 1/eV
G(2,4) from direct inversion = 0.323797 1/eV
corner G(1,5) by direct inversion = 0.186413 1/eV
levels of five-site H (eV): 2.4185 5.3246 9.1200 12.9153 15.8214
site, l (eV), r (eV), G diagonal (1/eV)
  1 -4.11996 -4.94085 -0.202394
  2 -1.09664 17.68321 0.047155
  3 8.11678 -0.65085 0.079454
  4 -7.40835 -3.24806 -0.198553
  5 -4.16056 -6.11996 -0.240352
spacing (angstrom), G/h and its error (1/(eV angstrom))
  1.0000 0.323797 0.029024
  0.5000 0.300929 0.006156
  0.2500 0.296255 0.001481
  0.1250 0.295140 0.000367
  0.0625 0.294865 0.000092
ratio of last two errors = 4.009 (no unit)
continuum g(2,4) = 0.294773 1/(eV angstrom)
same, sine basis = 0.294773 1/(eV angstrom)
same, atomic units = 4.24463 1/(hartree bohr)
nonsymmetric 3x3: diagonal [2.0, 3.0, 2.0] upper [1.0, 1.0] lower [2.0, 2.0]
  its weights d: 1.000 0.500 0.250
  inverse (1,3) = 0.25000, (3,1) = 1.00000 (no unit)
long chain: 1000 sites, largest ratio-form error = 1.1e-16 (no unit)
```
